\section*{Three cubic piezoresistance coefficients from one combined stress}

\section{A sum that comes out five times too large}

A model of p-type germanium is loaded with a tensile stress of 4 MPa along [100] and an $xy$ shear stress of 2 MPa. Its conductivity tensor, compared with the unstressed one, gives
\[
(\pi_{11},\pi_{12},\pi_{44})=(-12.48,\;6.78,\;53.80)\times10^{-11}\,\mathrm{Pa^{-1}} .
\]
Each value lies within $0.31\times10^{-11}\,\mathrm{Pa^{-1}}$ of the zero-stress limit of the same model. Yet the hydrostatic combination $\pi_{11}+2\pi_{12}$ comes out as 1.07, while a direct calculation gives 0.20, in the same unit. The recovery formulas are right to first order. The discrepancy comes from second-order terms, which the cancellation in this sum exposes. The scheme therefore needs an error budget as well as a formula.

Below, $U=10^{-11}\,\mathrm{Pa^{-1}}$.

\section{Conventions and the linear law}

The axes $x,y,z$ lie along the cube edges, and tension is positive. There is no magnetic field, conduction is ohmic, and temperature and carrier density are the same in both states. The crystal class is $432$, $\bar43m$ or $m\bar3m$. The stress is
\[
\mathbf X=\begin{pmatrix}X&T&0\\T&0&0\\0&0&0\end{pmatrix},\qquad X\neq0,\quad T\neq0 .
\]
Let $S_0$ and $S_1$ be the conductivity tensors without and with stress. Cubic symmetry makes $S_0=\sigma_0 I$, with $\sigma_0=\tfrac13\operatorname{tr}S_0$ and $\rho_0=1/\sigma_0$. The relative resistivity change is
\begin{equation}
D=\frac{S_1^{-1}-S_0^{-1}}{\rho_0},\qquad
D_{ij}=\sum_{kl}\pi_{ijkl}X_{kl}+O(\mathbf X^2). \label{law}
\end{equation}
The tensor $\pi_{ijkl}$ is symmetric in $ij$, because the resistivity is symmetric without a magnetic field, and in $kl$, because stress is symmetric.

\textbf{Three constants.} A half turn about $z$ reverses $x$ and $y$, so it multiplies $\pi_{ijkl}$ by $(-1)^{n_x+n_y}$, where $n_x$ counts how often $x$ occurs among the four indices. Invariance requires $n_x+n_y$ to be even. The half turn about $x$ likewise requires $n_y+n_z$ to be even. Hence $n_x,n_y,n_z$ have the same parity. Their sum is 4, so they cannot all be odd, and each must be even. The survivors have the forms $\pi_{iiii}$, $\pi_{iijj}$ and $\pi_{ijij}$.

The threefold axis along [111] permutes $x,y,z$ cyclically. It makes all $\pi_{iiii}$ equal and all $\pi_{ijij}$ equal, but leaves two sets: $\pi_{xxyy}=\pi_{yyzz}=\pi_{zzxx}$ and $\pi_{yyxx}=\pi_{zzyy}=\pi_{xxzz}$. A quarter turn about $z$ exchanges $x$ and $y$ up to sign and identifies the two sets. In $\bar43m$ the fourfold rotoinversion does this, since inversion does not change a fourth-rank tensor. Classes $23$ and $m\bar3$ lack such an operation and keep four constants. Group averages for $432$ and $23$ give 3 and 4.

Define $\pi_{11}=\pi_{xxxx}$, $\pi_{12}=\pi_{xxyy}$ and $\pi_{44}=2\pi_{xyxy}$. The factor 2 arises because the double sum in \eqref{law} meets the shear stress twice:
\[
D_{xy}=\pi_{xyxy}X_{xy}+\pi_{xyyx}X_{yx}=2\pi_{xyxy}T=\pi_{44}T .
\]
The diagonal entries see only the normal stress at first order:
\[
D_{xx}=\pi_{11}X,\qquad D_{yy}=D_{zz}=\pi_{12}X .
\]
The two stress components thus write into different tensor entries, and one loaded state suffices:
\begin{equation}
\pi_{11}\simeq\frac{D_{xx}}X,\qquad
\pi_{12}\simeq\frac{D_{yy}+D_{zz}}{2X},\qquad
\pi_{44}\simeq\frac{D_{xy}}T. \label{recover}
\end{equation}
In classes $23$ and $m\bar3$, $D_{yy}/X$ and $D_{zz}/X$ must be reported separately.

\section{The scheme}

\begin{verbatim}
input: S0, S1 (3x3), X, T in Pa, both nonzero
rho0 = 3 / trace(S0)
D    = (inverse(S1) - inverse(S0)) / rho0
pi11 = D[x,x] / X
pi12 = (D[y,y] + D[z,z]) / (2*X)
pi44 = D[x,y] / T
optional: repeat at (X/2, T/2), then
          pi = 2*pi_half - pi_full
\end{verbatim}

The cost is two $3\times3$ inversions and a few divisions, negligible beside obtaining the tensors. A half turn about $z$ leaves the stress unchanged but reverses $D_{xz}$ and $D_{yz}$, so both vanish. The inverse then reduces to a $2\times2$ block:
\[
\Delta=\sigma_{xx}\sigma_{yy}-\sigma_{xy}^2,\quad
\rho_{xx}=\frac{\sigma_{yy}}\Delta,\quad
\rho_{yy}=\frac{\sigma_{xx}}\Delta,\quad
\rho_{xy}=-\frac{\sigma_{xy}}\Delta,\quad
\rho_{zz}=\frac1{\sigma_{zz}} .
\]

One can avoid inversion at first order. Put $E=(S_1-S_0)/\sigma_0$. Then $S_1=\sigma_0(I+E)$ and
\[
D=(I+E)^{-1}-I=-E+E^2-\cdots .
\]
Using $-E$ in place of $D$ omits $E^2$. In the example this moves $\pi_{11}$ from $-12.48$ to $-12.52\,U$. Both forms have the same zero-stress limit and differ only at second order, so neither is more accurate in general. Inversion is used here because it gives the actual resistivity change.

\section{The germanium model}

The test tensors come from heavy- and light-hole bands at 300 K. Choose the scale of $\mathbf k$ so that a free electron has energy $k^2$. With strain $\varepsilon$, the hole energies, apart from a common shift that cancels at fixed carrier density, are
\[
E_\pm=\gamma_1k^2\pm\Big(\sum_{n=0}^4q_n^2\Big)^{1/2},
\]
\begin{align*}
q_0&=\gamma_2(k_x^2+k_y^2-2k_z^2)-\tfrac b2(\varepsilon_{xx}+\varepsilon_{yy}-2\varepsilon_{zz}),\\
q_1&=\sqrt3\,\big[\gamma_2(k_x^2-k_y^2)-\tfrac b2(\varepsilon_{xx}-\varepsilon_{yy})\big],\\
q_2&=2\sqrt3\,\gamma_3k_xk_y-d\,\varepsilon_{xy},
\end{align*}
and $q_3,q_4$ follow from $q_2$ with $xz$ and $yz$. These energies and their gradients agree with numerical diagonalization of the six-band matrix at 40 random wave vectors when the spin-orbit splitting is made very large.

The rough typical inputs are $\gamma=(13.4,4.2,5.7)$, $b=-2.9$ eV, $d=-5.3$ eV and $(C_{11},C_{12},C_{44})=(129,48,67)$ GPa. Volume strain changes the direct gap from $E_g=0.80$ eV to $E_g'=E_g+a_g\operatorname{tr}\varepsilon$, with $a_g=-9$ eV. The coupling to the conduction band, of strength $E_P=26$ eV, then changes $\gamma_1$ by $\tfrac{E_P}3(1/E_g'-1/E_g)$ and $\gamma_2,\gamma_3$ by half as much. Without this change a hydrostatic stress would leave every $q_n$ and $\gamma_1$ unaltered, and $\pi_{11}+2\pi_{12}$ would vanish in the model.

For Boltzmann statistics and a constant relaxation time $\tau$, the low-field conductivity is $pe^2\tau\langle v_iv_j\rangle/k_BT_L$, where $T_L$ is the temperature. In the scaled wave vector $v_i=(2m_0)^{-1/2}\partial E/\partial k_i$, so
\[
S_{ij}=\frac{pe^2\tau}{m_0}\,
\frac{\langle\partial_iE\,\partial_jE\rangle}{2k_BT_L}.
\]
The average runs over both bands with weight $e^{-E/k_BT_L}$. Here $p=10^{16}\,\mathrm{cm^{-3}}$ and $\tau=0.25$ ps. Both cancel from $D$ when held fixed.

\section{Worked recovery}

The calculated conductivities, in S/cm, are
\begin{align*}
\sigma_0&=3.188864585,&\sigma_{xx}&=3.190461073,\\
\sigma_{yy}&=3.188006032,&\sigma_{zz}&=3.187998458,\\
\sigma_{xy}&=-0.003432213.&&
\end{align*}
The digits are kept for the subtraction; the model parameters do not deserve them. The determinant is $\Delta=10.17119737\,(\mathrm{S/cm})^2$, and
\begin{align*}
D_{xx}&=\sigma_0\sigma_{yy}/\Delta-1=-4.992\times10^{-4},\\
D_{yy}&=\sigma_0\sigma_{xx}/\Delta-1=2.705\times10^{-4},\\
D_{zz}&=\sigma_0/\sigma_{zz}-1=2.717\times10^{-4},\\
D_{xy}&=-\sigma_0\sigma_{xy}/\Delta=1.0761\times10^{-3}.
\end{align*}
Division by the stresses gives
\begin{align*}
\pi_{11}&=\frac{-4.992\times10^{-4}}{4\times10^6\,\mathrm{Pa}}=-12.48\,U,\\
\pi_{12}&=\frac{(2.705+2.717)\times10^{-4}}{8\times10^6\,\mathrm{Pa}}=6.78\,U,\\
\pi_{44}&=\frac{1.0761\times10^{-3}}{2\times10^6\,\mathrm{Pa}}=53.80\,U .
\end{align*}
In the other common unit these are $-0.125$, $0.068$ and $0.538\,\mathrm{GPa^{-1}}$.

An independent reference applies each stress alone, at $\pm0.2$ MPa, and takes central differences. It gives $(-12.74,6.47,53.90)\,U$. The errors of the single loaded state are therefore $(+0.26,+0.31,-0.10)\,U$.

\section{Where the error comes from}

A half turn about $x$ reverses $T$ and $D_{xy}$ but leaves $X$ and the diagonal of $D$ unchanged. The diagonal entries are thus even in $T$, and $D_{xy}$ is odd. Through second order,
\[
D_{xx}=\pi_{11}X+aX^2+fT^2,\qquad D_{xy}=\pi_{44}T+cXT .
\]
Dividing as in \eqref{recover} leaves the errors
\begin{equation}
\delta\pi_{11}=aX+f\frac{T^2}X,\qquad
\delta\pi_{44}=cX. \label{bias}
\end{equation}
The error of $\pi_{12}$ has the same form as that of $\pi_{11}$, with other constants. Reversing the shear and averaging does not remove these diagonal errors, because they are even in $T$.

The two parts of $\delta\pi_{11}$ can be separated by setting $T=0$ at fixed $X=4$ MPa. The estimate is then $-12.53\,U$. Of the total error $0.26\,U$, about $0.21\,U$ comes from the normal stress and $0.05\,U$ from the shear.

\textbf{The hydrostatic sum.} Under $\mathbf X=PI$, each diagonal entry is $D_{xx}=(\pi_{11}+2\pi_{12})P$. In the combined-stress estimate the errors add:
\[
0.26\,U+2(0.31\,U)=0.88\,U,
\]
which is, to rounding, the gap between 1.07 and 0.20. The linear parts, $-12.74$ and $2\times6.47$, nearly cancel; the errors have the same sign and do not. A small error relative to each coefficient becomes a large one relative to their sum.

\textbf{The [111] response.} For a uniaxial stress $P$ along $\mathbf n=(1,1,1)/\sqrt3$, every stress component is $P/3$. Hence each diagonal entry of $D$ is $(\pi_{11}+2\pi_{12})P/3$ and each off-diagonal entry is $\pi_{44}P/3$. With three diagonal and six off-diagonal terms, each weighted by $1/3$,
\[
\frac{\mathbf n\cdot D\mathbf n}{P}=\frac{\pi_{11}+2\pi_{12}+2\pi_{44}}3 .
\]
The recovered values give $36.2\,U$; direct application of the [111] stress gives $36.0\,U$. The term $2\pi_{44}$ dominates this sum, so the cancellation in $\pi_{11}+2\pi_{12}$ does little harm, and the prediction is good to 0.6\%. The agreement also confirms the factor convention of $\pi_{44}$.

\textbf{Halving the stress.} At fixed $T/X$ both errors in \eqref{bias} are proportional to a common stress scale $s$. If $\pi(s)=\pi+As$, then
\[
2\pi(s/2)-\pi(s)=2\pi+As-\pi-As=\pi .
\]
The half-stress run gives $(-12.61,6.63,53.85)\,U$, and extrapolation gives $(-12.74,6.49,53.89)\,U$. The root-sum-square error of the triple falls from $0.42\,U$ at full stress and $0.21\,U$ at half stress to $0.02\,U$. The hydrostatic sum becomes $0.23\,U$, close to the direct $0.20\,U$. What remains is not of order $s^2$. The two bands touch at $k=0$, and the region where strain splitting and kinetic splitting are comparable adds a non-analytic term of order $s^{5/2}$ to $D$. The remaining errors of $\pi_{12}$ and $\pi_{44}$ accordingly fall by about 2.8 per halving, as $s^{3/2}$, not by 4. Terms beyond second order also show when $X$ is reversed: at $X=-4$ MPa the errors are $(-0.16,-0.33,+0.17)\,U$, not the exact mirror image that \eqref{bias} predicts.

\section{Stability against data errors}

Let every entry of $S_0$ and $S_1$ carry an error of at most $\eta\sigma_0$. To leading order $D=-(S_1-S_0)/\sigma_0$, so an entry of $D$ is wrong by at most $2\eta$. Therefore
\[
|\delta\pi_{11}|,\,|\delta\pi_{12}|\le\frac{2\eta}{|X|},\qquad
|\delta\pi_{44}|\le\frac{2\eta}{|T|}.
\]
For $\eta=10^{-6}$ these bounds are 0.05, 0.05 and $0.10\,U$. In 300 draws of random error signs, the largest errors matched the leading-order bounds to within 0.2\%.

Lower stress reduces the bias but amplifies data errors. At fixed $T/X$, write the combined limit for $\pi_{11}$ as $BX+2\eta/X$, with $X>0$ and $B>0$ the magnitude of the bias per unit stress. Its derivative $B-2\eta/X^2$ vanishes at
\[
X_{\rm opt}=\sqrt{2\eta/B}.
\]
Here $B=0.26\,U/4\,\mathrm{MPa}=6.5\times10^{-19}\,\mathrm{Pa^{-2}}$, so $X_{\rm opt}\simeq1.8$ MPa for $\eta=10^{-6}$. This choice concerns $\pi_{11}$ alone, without extrapolation, and for this model.

Extrapolation has its own price. With errors $e_0,e_h,e_f$ in the relevant entry of the unstressed, half-stress and full-stress tensors, the extrapolated $\pi_{11}$ shifts by
\[
-\frac{2(e_h-e_0)}{\sigma_0X/2}+\frac{e_f-e_0}{\sigma_0X}
=\frac{-4e_h+3e_0+e_f}{\sigma_0X},
\]
which is at most $8\eta/|X|$. That is $0.20\,U$ for $\eta=10^{-6}$, comparable to the bias removed. Without extrapolation the limit at the same stress is $0.26\,U+0.05\,U=0.31\,U$. If the small remaining bias is neglected, extrapolation lowers the limit when $6\eta/X<BX$, which here means $\eta$ below about $1.7\times10^{-6}$.

\textbf{Temperature drift.} Suppose the loaded state is slightly warmer, so that its resistivity is multiplied by $1+\delta$. Then $D$ becomes $D+\delta(I+D)$. To leading order $\pi_{11}$ and $\pi_{12}$ both shift by $\delta/X$, while $\pi_{44}$ changes only by the relative amount $\delta$. If mobility varies roughly as $T_L^{-2.3}$, a difference of 1 mK gives $\delta=2.3\times10^{-3}/300=7.7\times10^{-6}$ and a shift of $0.19\,U$. In the hydrostatic sum the shift is three times larger, $0.58\,U$, which exceeds the quantity sought.

\textbf{Rigid rotation.} A rotation by a small angle $\omega$ about $z$ leaves the isotropic $S_0$ alone. It changes $D_{xy}$ by $\omega(D_{xx}-D_{yy})$ and $D_{xx}$ by $-2\omega D_{xy}$, both second order when $\omega$ is of the order of the strain. For $\omega=1.5\times10^{-5}$, the shear strain $\varepsilon_{xy}$ of the example, the largest coefficient shift is $0.0008\,U$.

\section{Failure modes}

\textbf{Too much shear.} Equation \eqref{bias} contains $T^2/X$, so a small normal stress beside a large shear is harmful. At fixed $X=4$ MPa, raising $T$ from 0 to 10 and 20 MPa moves the estimate of $\pi_{11}$ from $-12.5$ to $-11.4$ and $-8.7\,U$. The second shift is 3.4 times the first, not 4, so terms beyond $T^2$ already matter.

\textbf{A partial warning signal.} With $T=0$, a quarter turn or fourfold rotoinversion about $x$ preserves the stress and forces $D_{yy}=D_{zz}$. Their difference therefore starts at order $T^2$. It is $-1.2\times10^{-6}$ in the example and grows by a factor close to 4 when $T$ is doubled at fixed $X$. It does not see the $X^2$ error: half this difference divided by $X$ is $0.015\,U$ in magnitude, against an actual error of $0.31\,U$ in $\pi_{12}$. With $\eta=10^{-6}$ the difference may itself be wrong by $4\times10^{-6}$ and is then unreadable.

\textbf{Resistance in place of resistivity.} For a bar along [100] under uniaxial stress, $R=\rho L/A$ adds $\varepsilon_{xx}-\varepsilon_{yy}-\varepsilon_{zz}=(s_{11}-2s_{12})X$ to the relative change, where $s_{11}$ and $s_{12}$ are elastic compliances. This contributes $1.5\,U$, about 12\% of the magnitude of $\pi_{11}$, and must be removed before \eqref{recover} is used.

\section{The model beside real germanium}

The model mobility, about 1990 $\mathrm{cm^2/Vs}$, is close to the rough value of 1900 for lightly doped p-type germanium, but $\tau$ largely sets it. The measured $\pi_{44}$ is roughly $100\,U$, with much smaller $\pi_{11}$ and $\pi_{12}$ (reported $\pi_{11}$ is negative, roughly $-4$ to $-11\,U$ depending on doping); the two-band model gives a $\pi_{44}$ of only $54\,U$. The most serious omission examined is the split-off band, 0.29 eV away. Restoring it at the same stress gives about $(0.7,0.0,92)\,U$ on a coarse integration grid. Refining the grid shifts these entries by about $-0.3$, $+0.2$ and $-0.6\,U$, to $(0.4,0.2,91)\,U$, so the large change from the two-band result is secure. The small first two values are mostly finite-stress bias: the zero-stress limit is about $(0.06,-0.05,91.2)\,U$. Its hydrostatic sum is near $-0.04\,U$, so the two-band value $0.20\,U$ should not be read as a property of germanium. Replacing constant $\tau$ by one proportional to $(1+E/k_BT_L)^{-1/2}$ in the two-band model gives $(-14.9,8.0,63.9)\,U$; with the split-off band also restored it gives about $(-2.1,1.5,100)\,U$, so the closeness to measurement depends on the assumed form of $\tau$. By contrast, $p/N_v=0.002$, with $N_v$ the effective valence-band density of states, supports Boltzmann statistics, and the intrinsic density is only 0.2\% of $p$. Stress-dependent scattering strengths and the effect of shape-changing strain on the conduction-band coupling remain omitted.

These corrections change the coefficients contained in the tensors. They do not change the first-order recovery rule, which rests on symmetry and small stress. The error constants $a$, $f$ and $c$ do depend on the material. A second run at half stress, with the same $T/X$, estimates their combined effect on each coefficient, though not $a$ and $f$ separately.

\section*{Table of computed values}
\begin{verbatim}
p-type germanium model, rough typical parameters
temperature 300 K, kT 25.85 meV
Luttinger parameters: 13.4 4.2 5.7
b -2.9 eV, d -5.3 eV, split-off 0.29 eV
C11, C12, C44: 129, 48, 67 GPa
direct gap 0.8 eV, gap potential -9.0 eV
Kane energy 26.0 eV
hole density 1.0e+16 cm^-3, time 0.25 ps
normal stress 4.0 MPa, shear stress 2.0 MPa
independent coefficients: 3; class 23: 4
mobility 1990.3 cm2/Vs
sigma0 3.188864585 S/cm, rho0 0.313591240 ohm cm
loaded sigma_xx 3.190461073 S/cm
loaded sigma_yy 3.188006032 S/cm
loaded sigma_zz 3.187998458 S/cm
loaded sigma_xy -0.003432213 S/cm
D_xx -4.992367e-04, D_yy 2.704658e-04
D_zz 2.716834e-04, D_xy 1.076064e-03
Triples below: pi11, pi12, pi44 in 1e-11/Pa
recovered, full stress: -12.481, 6.777, 53.803
recovered, half stress: -12.613, 6.631, 53.847
extrapolated: -12.744, 6.485, 53.890
pure-stress reference: -12.742, 6.469, 53.903
linearized conductivity formula: -12.516, 6.761, 53.816
recovered in 1/GPa: -0.12481 0.06777 0.53803
error norm full, half, extrapolated: 0.4152, 0.2143, 0.0206 e-11/Pa
hydrostatic: predicted 1.073, direct 0.197 e-11/Pa
[111] longitudinal: predicted 36.226, direct 36.001 e-11/Pa
D_yy-D_zz -1.218e-06; ratio on doubling shear 3.990
pi11 at shear 0, 10, 20 MPa: -12.532, -11.433, -8.744 e-11/Pa
contamination ratio, 20 to 10 MPa: 3.449
relative entry error assumed: 1.0e-06
largest resulting coefficient errors: 0.050, 0.050, 0.100
temperature error 1.0 mK, rough mobility exponent -2.3
shifts from temperature error: 0.192, 0.192, 0.000
rigid rotation 1.493e-05 rad, largest shift 8.03e-04 e-11/Pa
with split-off band: 0.711, 0.030, 91.580
with time ~ (1+E/kT)^(-1/2): -14.867, 8.010, 63.888
Nv 5.268e+18 cm^-3, p/Nv 1.90e-03
intrinsic density / p: 2.09e-03
shape term in resistance, [100] bar: 1.498 e-11/Pa
\end{verbatim}
